Why Undercut Speeds Up in Overetch When Film Loading Limits Radicals

**Q:** I etch polysilicon lines in an SF₆ plasma down to oxide. I know the lateral rate during the main etch. If I overetch for one more minute at the same power, flow and pump setting, I add one minute of that lateral rate to the undercut. The sidewall is the same silicon at the same temperature, so why would its rate change?

**A:** The sidewall is the same, but the gas in front of it need not be. Your argument holds the fluorine density fixed. The settings fix the supply of atoms at best, and the density also depends on how fast atoms are lost. The film was one of the losses, and you have just removed it.

**Q:** The film is one surface among many. How do I compare it with the pump and the walls?

**A:** Give every loss a coefficient K in volume per time, so that it removes K n atoms per second at density n. A pump of speed S has K = S. For a surface, a Maxwellian gas delivers n√(kT/2πm) atoms per area and time. The mean speed is v = √(8kT/πm), so this flux is n v/4. If a fraction e of the arriving atoms is lost on area A,

K = e v A/4.

Let G be the number of atoms produced per second in volume V. For a well-mixed gas with first-order losses,

V dn/dt = G − K n.

The response time V/K is a fraction of a second here and the etch takes minutes, so the density follows

n = G/K.

Take a 300 mm wafer, 80% open, with lines at 1000 nm pitch in a 150 nm film. The loss probabilities are rough: 0.05 on the ion-bombarded film, 0.002 on its sidewalls, 0.001 on oxide and mask, 0.0005 on the chamber walls. At 350 K, v = 624.6 m/s. The open area is 0.8 × 0.07069 m² = 0.0566 m², so the film has

K_f = 0.05 × (624.6/4) × 0.0566 m³/s ≈ 442 L/s.

The fixed losses K₀ are 50 L/s of pumping, 31 L/s on 0.4 m² of wall and 2 L/s on the mask, together 83 L/s. The film takes 83% of all atoms lost just before clearing. That is what loading-limited means here.

**Q:** Then what is the density after clearing?

**A:** The same floor area is now oxide, with K_x = 8.8 L/s. The silicon sidewalls remain. Two sidewalls per line give an area 2h/p per wafer area, with h the film thickness and p the pitch, so K_s = 6.6 L/s at full height. Let the thickness be spread uniformly within ±w of its mean, w = 0.08. When the thinnest film clears, all sidewalls have height (1 − w)h. Before and after clearing,

K_m = K₀ + K_f + (1 − w)K_s = 531 L/s,

K_o = K₀ + K_x + K_s = 98.9 L/s.

With G unchanged,

n_o/n_m = (G/K_o)/(G/K_m) = K_m/K_o = 5.37.

For G = 1.2 × 10¹⁹ atoms/s the density goes from 2.26 × 10¹³ to 1.21 × 10¹⁴ cm⁻³.

**Q:** Does the lateral rate follow the density one for one?

**A:** It does if the sidewall etches spontaneously, at constant temperature, with no inhibitor film on it, and with a loss probability that does not change with the flux. Four F atoms remove one Si atom as SiF₄. Let N be the density of silicon atoms. An arriving flux n v/4 with loss probability e then moves the surface at

e (n v/4)/(4N) = e v n/(16N).

Take e_f as constant and neglect the few percent by which the absorbing film depletes the gas inside the trench. Then the vertical rate is a n with a = e_f v/(16N), and the lateral rate is b n with b = e_s v/(16N), where e_f and e_s belong to film and sidewall. The lateral rate rises from 2.12 to 11.4 nm/min. Reported reaction probabilities of F on silicon fall slowly as the flux grows, roughly 30-fold over eight decades; with that trend the lateral rate would rise by about 4.0 rather than 5.4. Until the thinnest film clears, your constant rate is a fair description: K changes only from K₀ + K_f = 525 L/s to 531 L/s as the sidewalls grow.

**Q:** My film doesn't clear everywhere at once. Might most of the overetch pass before the density rises?

**A:** We can count the atoms. Define the dose Φ = ∫n dt. Film of thickness h(1 + y) clears at dose Φ_h(1 + y), where Φ_h = h/a and y is uniform between −w and w. Start the overetch clock at t_m, when film of mean thickness clears. Half the open area is still film then, and this share S falls linearly to zero over a further dose wΦ_h. The area of that triangle is

∫S dΦ = ½ × ½ × wΦ_h = wΦ_h/4.

The sidewalls in the thicker places are not yet at full height. In units of h, the missing height is 1 + y − Φ/Φ_h for y > 0. Its integral from Φ_h to Φ_h(1 + y) is Φ_h y²/2. Averaged over the wafer this gives

(1/2w) ∫₀ʷ (Φ_h y²/2) dy = Φ_h w²/12.

Call the wafer average of the missing height M. During overetch

K = K_o + (K_f − K_x)S − K_s M.

Integrate the atom balance over an overetch time t_o long enough to clear all film and let the density settle at n_o. Let n_h be the density at t_m, where S = ½ and M = w/4, so that n_h = G/K = 3.81 × 10¹³ cm⁻³. Then

G t_o = V(n_o − n_h) + K_o(Φ − Φ_h) + Φ_h[(K_f − K_x)w/4 − K_s w²/12].

Solve for the dose received since t_m, using n_o = G/K_o:

Φ − Φ_h = n_o(t_o − t_lag),

G t_lag = Φ_h[(K_f − K_x)w/4 − K_s w²/12] + V(n_o − n_h).

The leftover film costs 2.77 s and filling the gas to its new density costs 0.14 s. The lag is 2.9 s out of 60 s.

**Q:** And the undercut itself?

**A:** At the foot of a sidewall in film of mean thickness, silicon is first exposed at t_m. Its recess is

u = b(Φ − Φ_h) = b n_o(t_o − t_lag) = 11.38 nm/min × (57.1/60) min = 10.8 nm.

Your estimate is 2.12 nm/min × 1 min = 2.1 nm, too small by a factor of 5.1. Directly under the mask the wall has been exposed from the start, which adds

bΦ_h = h e_s/e_f = 150 nm × 0.002/0.05 = 6 nm,

for a total of 16.8 nm on each side of the line. Most of it forms in the overetch, although that is the shorter part of the process.

**Q:** How long is the main etch in this model?

**A:** Integrate the same balance from an empty gas to t_m. The film integral is Φ_h less the triangle already cleared, Φ_h(1 − w/4), and the oxide integral is Φ_h w/4. The sidewall height grows in proportion to dose, which gives Φ_h/2. In places thinner than the mean it stops early, which removes Φ_h w²/12 by the same average as before. Hence

G t_m = V n_h + Φ_h[K₀ + K_f(1 − w/4) + K_x w/4 + K_s(½ − w²/12)].

The bracket is 83.4 + 432.7 + 0.2 + 3.3 = 519.6 L/s, and t_m = 166 s. As a test, the atom balance was stepped through time with 201 separate thickness zones, without these integrals. It gave 166.2 s and a foot recess of 10.83 nm, in agreement with the formulas.

**Q:** Is my assumption ever right?

**A:** Yes, whenever K_m/K_o is close to 1. Two limits show this. If K₀ is much larger than K_f, the film hardly matters. With the pump term set to 5000 L/s, and G raised to keep the same main-etch density, the rise is 1.09. This is a limiting case, not a proposal for a chamber. The other limit is a stop layer that consumes atoms as fast as the film. Then K_x = K_f and the ratio is 0.999; the small fall comes from the last 8% of sidewall height.

**Q:** You assumed a well-mixed gas. Could slow diffusion hide the rise from the wafer?

**A:** In a simple column model it increases the rise. Stand the whole gas volume on the wafer, with height H = V/A_w = 283 mm, where A_w is the wafer area. Spread the source g = G/V and the fixed loss frequency ν = K₀/V through it. With diffusivity D,

D n″ − νn + g = 0,

with n′ = 0 at the top and D n′ = s n at the wafer. Here s is the wafer's loss coefficient divided by A_w. Put ℓ = √(D/ν) and try

n = (g/ν){1 − c cosh[(H − x)/ℓ]/cosh(H/ℓ)}.

This solves the equation and the top condition. At x = 0 the wafer condition reads

D c tanh(H/ℓ)/ℓ = s(1 − c).

With r = ℓ/[D tanh(H/ℓ)] this becomes c = s r(1 − c), so 1 − c = 1/(1 + s r), and the density at the wafer is

n(0) = (g/ν)/(1 + s r).

The rise is therefore (1 + s_m r)/(1 + s_o r), with s_m before clearing and s_o after. Since s_m > s_o, it grows with r. The well-mixed result has the same form with r = 1/(νH) = ℓ²/(DH). Because tanh x < x, the diffusive r is larger. For a rough mean free path of 5.6 mm the rise is 5.7 instead of 5.4; doubling or halving the path gives 5.5 or 6.0. The size of the increase also depends on where the fixed losses sit: placed at the wafer plane they leave the rise at 5.4, and placed at the top of the column they give 6.4.

**Q:** What about fluorine lost in the gas, by recombining with SF₅ and other fragments?

**A:** That is the weak point of the example. Take a rough coefficient of 2 × 10⁻¹¹ cm³/s and, as a deliberately high estimate, let every molecule of the 4.5 × 10¹⁴ cm⁻³ feed gas be a partner. The loss frequency is then 9000 s⁻¹. All other losses after clearing amount to K_o/V = 4.9 s⁻¹, so recombination would be about 1800 times larger.

SF₆ itself is saturated and does not take up F, so the real partners are fewer, and recombination that needs a third body is slower at low pressure. The model computes neither reduction, so it does not show that recombination is negligible. If it acts as a fixed first-order loss R, in volume per time, the rise becomes

(K_m + R)/(K_o + R).

With R = K_o this is 630/198 = 3.2. With the full high estimate it is 1.002, so a fixed loss of that size would hide the loading.

Partners that F itself uses up are not a fixed loss. Suppose each F atom is made together with one SF₅, and SF₅ is lost only to the pump and to recombination with F. Recombination removes both in equal numbers, so the remaining losses are equal too: K n = S n_p, with S the pump speed and n_p the SF₅ density. If recombination with coefficient β takes most of the atoms, G ≈ βV n n_p = βVK n²/S. Then n varies as 1/√K, and the rise is √5.37 = 2.3.

The factor 5.4 itself applies only on the condition that R is much smaller than 99 L/s. That is a strict condition here. One SF₆ molecule yields at most six F atoms, so at least G/6 fragments are made per second. If only the pump removes them, their density is at least 4 × 10¹³ cm⁻³. Keeping R below a tenth of 99 L/s then takes an effective coefficient of about 10⁻¹⁴ cm³/s or less, more than a thousand times below the rough value above. Read 5.4 as the rise without recombination, not as a prediction for a real SF₆ plasma.

**Q:** So how would I know which reactor I have?

**A:** Measure the loading. Since n = G/K, the inverse vertical rate is

1/(a n) = (K₀ + R + K_f + sidewall term)/(a G).

Etch wafers of different open area with production and surface conditions held fixed, and plot the inverse rate against exposed film area. When the sidewall and mask terms are small and R is the same for all wafers, the slope is 4N/G however large K₀ + R is, so the slope alone does not tell you. Multiply it by the exposed area of your product wafer and divide by the intercept: the result is approximately K_f/(K₀ + R), the more closely the smaller the sidewall and mask terms are. In the example above, wafers 20 to 80% open give 4.5 to 4.7 against 5.3, because the intercept belongs to a fully masked wafer and also carries the sidewall term. A large value warns of fast undercut in overetch, provided the stop layer takes up few atoms. If F uses up its recombination partners, R changes with the open area and the quotient no longer equals this ratio.

This test needs a vertical rate proportional to n. If the supply of ions limits the film reaction, the vertical rate hardly changes with open area even in a loading-limited reactor. Then compare the lateral rates of the wafers instead, since a spontaneously etching sidewall still follows n.

**Q:** How close are the other numbers to a real etcher?

**A:** The feed-gas pressure, 16 mTorr, and the vertical rate, 53 nm/min, are plausible for a gentle polysilicon etch. The sidewall probability, 0.002, is close to the value measured for F atoms without sulfur; in SF₆ plasmas values tens of times larger are reported, and uninhibited SF₆ etching is much less directional than the 25 : 1 assumed here. With e_s = 0.04 and all else unchanged, K_s is 132 L/s, the rise is 647/225 = 2.9, the lateral rate goes from 35 to 100 nm/min, and the main etch alone undercuts 120 nm, more than half the width of these lines. The recess values above belong to the small e_s only. The 50 sccm flow and 50 L/s pump speed are low for a 300 mm chamber, and the wall probability is on the low side. The low pump speed and the low wall probability favour loading; the flow does not enter K, so at fixed G it leaves the well-mixed rise without recombination unchanged. With 500 L/s and ten times the flow, at the same G, the rise would be 981/549 = 1.8. With ten times the wall probability instead, it would be 812/380 = 2.1.

Production may also shift. SiF₄ from the film equals 11% of the feed before clearing, and this source is gone afterwards, while the F density reaches 27% of the feed-gas density. If G fell by 27%, the rise would be 3.9; a fall of 81% would cancel it. Wafer cooling is minor: for 20 eV of heat per Si atom, 300 W/(m² K) of cooling and a 0.10 eV activation energy, the wafer cools by 0.4 K and the lateral rate drops by 0.5%. A process that seals its sidewalls with an inhibitor breaks the rate law itself, and this factor should not be applied to it.

**Q:** If my reactor is loading-limited, can I keep the overetch without the extra undercut?

**A:** Within this model, multiply production by K_o/K_m = 0.186 once all film has cleared. Then n = G/K returns to its main-etch value, and so does the lateral rate. The foot has by then gained w b Φ_h = 0.08 × 6 nm ≈ 0.5 nm, which the cut does not undo. If you do this by lowering the source power, the ion flux may change too, so removal of residues has to be checked separately. Shortening the overetch also helps: each second cut after complete clearing saves 0.19 nm of recess per side, where your constant rate would have promised 0.035 nm.

Table of computed values

```
Reactor volume: 20 L
Pump speed: 50 L/s
Wall area: 0.4 m2
Wafer area: 0.07069 m2
Open fraction: 0.8
Line pitch: 1000 nm
Mean film thickness: 150 nm
Thickness half-spread: 8 %
Overetch time: 60 s
F production: 1.2e+19 atoms/s
SF6 feed: 50 sccm
Feed-gas pressure: 16.2 mTorr
Gas temperature: 350 K
Wafer temperature: 300 K
Loss probability film, sidewall: 0.05, 0.002
Loss probability stop, mask, wall: 0.001, 0.001, 0.0005
Mean F speed: 624.6 m/s
Si atom density: 4.994e+22 cm^-3
K0 fixed losses: 83.43 L/s
Kf exposed film: 441.5 L/s
Kx stop layer: 8.829 L/s
Ks sidewalls: 6.622 L/s
K before clearing: 531 L/s
K after clearing: 98.89 L/s
Film share of losses before clearing: 83.1 %
F density before clearing: 2.26e+13 cm^-3
F density at half clearing: 3.809e+13 cm^-3
F density after clearing: 1.214e+14 cm^-3
Density rise, formula: 5.37 times
Density rise, simulation: 5.37 times
Vertical rate before clearing: 52.99 nm/min
Lateral rate before clearing: 2.12 nm/min
Lateral rate after clearing: 11.38 nm/min
Main-etch time, formula: 166.2 s
Main-etch time, simulation: 166.2 s
Lag from remaining film: 2.77 s
Lag from gas filling: 0.139 s
Foot recess, constant-rate assumption: 2.12 nm
Foot recess, formula: 10.83 nm
Foot recess, simulation: 10.83 nm
Foot recess over assumed recess: 5.11 times
Recess under mask, formula: 16.83 nm
Recess under mask, simulation: 16.83 nm
Production factor restoring lateral rate: 0.186
Fast-pump speed: 5000 L/s
Density rise with fast pump: 1.086 times
Density rise with consuming stop layer: 0.999 times
F mean free path (rough): 5.6 mm
Gas column height: 283 mm
Density rise with diffusion: 5.71 times
SiF4 outflow over SF6 feed: 11 %
F density over feed-gas density, cleared: 27 %
Production fall that cancels rise: 81.4 %
Gas recombination over other losses: 1.8e+05 %
Wafer cooling after clearing: 0.38 K
Lateral-rate loss from cooling: 0.49 %
Local depletion by film floor, bound: 2.5 %
Sidewall slope, lateral/vertical: 4 %
```
